# Neon 1s Rydberg series, sodium levels and continuity at threshold

**Problem.** The table gives calculated photon energies \(h\nu_n\) and oscillator strengths \(f_n\) for the excitation of a neon 1s electron to np. The last column gives the calculated energy needed to remove the outer electron from the np level of sodium.

| n | Ne line (eV) | \(f_n\) | Na binding (eV) |
|---|---|---|---|
| 3 | 865.345 | 9.991e-3 | 2.978 |
| 4 | 866.975 | 3.023e-3 | 1.367 |
| 5 | 867.561 | 1.310e-3 | 0.786 |
| 6 | 867.838 | 6.836e-4 | 0.510 |
| 7 | 867.991 | 4.011e-4 | 0.358 |
| 10 | 868.188 | 1.218e-4 | 0.162 |

At the 1s ionization threshold the continuum has an oscillator strength per unit energy \(df/dE=3.437\times10^{-3}\ \mathrm{eV^{-1}}\).

(a) Fit the neon lines with a quantum defect and find the series limit. (b) Compare the result with sodium and explain the comparison. (c) Decide whether the absorption strength is continuous across the threshold.

## A tempting answer to (c)

The strengths fall steadily along the series, roughly as \(1/n^3\), and so tend to zero at the limit. The 10p line has \(1.22\times10^{-4}\), while the continuum begins with \(3.44\times10^{-3}\). The strength therefore jumps by a factor of

\[
\frac{3.437\times10^{-3}}{1.218\times10^{-4}}\approx 28 ,
\]

and the threshold is a discontinuity.

**The fault.** The quotient is not a pure number. The strength \(f_n\) of a line is dimensionless, whereas \(df/dE\) is a strength per energy. The quotient is 28 per eV, or 0.028 per meV, so a change of unit turns the supposed jump into a drop. A line must first be converted into a strength per unit energy, and this requires the spacing of the lines. The spacing also tends to zero at the limit, so the fall of \(f_n\) decides nothing by itself. The quantum defect found in (a) supplies the spacing.

## The model behind the numbers

Atomic units are used in the algebra. The excited electron moves in the field of a fixed, spherical ion core. Its energy \(E\) is measured from the 1s threshold \(I\), so that \(h\nu_n=I+E_n\). If \(u(r)\) is \(r\) times its radial function, then for a p electron

\[
-\tfrac12u''+\left[\frac1{r^2}+V(r)\right]u=Eu,\qquad V(r)\to-\frac1r\ \text{ outside the core.}
\]

The term \(1/r^2\) is \(l(l+1)/2r^2\) with \(l=1\). The tail \(-1/r\) expresses the single net charge of the ion.

The cores are Hartree–Fock ions, with the 1s hole held open in neon, and \(I\) is the difference of two Hartree–Fock total energies. The outer electron feels the electrostatic potential of the core and a local exchange potential \(-a(3\rho/\pi)^{1/3}\), where \(\rho\) is the core density. The factor \(a=0.511\) is chosen so that sodium 3p agrees with a calculation using nonlocal exchange. Relativity, correlation, core polarization and multi-electron excitation are left out, as is the overlap factor of the passive electrons, which relax when the hole is made. The numbers are therefore results of this model and not measured values. The absolute strengths are the least reliable part: the squared overlap of the passive electrons is 0.82, and an evaluation with full determinants and nonlocal exchange gives 3p and 4p strengths about a quarter below those in the table.

## (a) The quantum defect

**Why the series has this form.** Write \(E=-1/(2\nu^2)\) for a bound state, and let

\[
k(r)=\sqrt{2E+\frac2r}
\]

be the local wave number in the Coulomb tail. Differentiating \(k^{-1/2}e^{\pm i\int k\,dr}\) twice gives

\[
u''=\left[-k^2+\frac{3k'^2}{4k^2}-\frac{k''}{2k}\right]u .
\]

Near threshold \(k^2\approx2/r\), so \(k'/k=-1/(2r)\) and \(k''/k=3/(4r^2)\). The two extra terms add up to \(-3/(16r^2)\). Both this and the centrifugal term \(2/r^2\) in \(u''\) are smaller than \(k^2\) by a factor of order \(1/r\). Beyond a radius \(r_0\gg1\) outside the core, the solution is therefore, to leading order,

\[
u=\frac{C}{\sqrt{k}}\sin\!\left(\int_{r_0}^{r}k\,dr'+\varphi(E)\right). \tag{1}
\]

The phase \(\varphi(E)\) is fixed by integrating outward from the nucleus to \(r_0\). Over this finite distance the solution depends smoothly on \(E\), and nothing special happens at \(E=0\).

A bound state must also decay beyond the turning point \(r_t=2\nu^2\), where \(k=0\). Near \(r_t\), \(k^2\) is linear in \(r\), and the decaying solution is an Airy function. On the inner side it oscillates as \(k^{-1/2}\sin(\int_r^{r_t}k\,dr'+\pi/4)\). This agrees with (1), up to sign, if the two phases add up to a multiple of \(\pi\):

\[
\int_{r_0}^{r_t}k\,dr+\varphi(E)+\frac\pi4=N\pi . \tag{2}
\]

The integral from zero is found with \(r=2\nu^2\sin^2\theta\), for which \(k=\cot\theta/\nu\) and \(dr=4\nu^2\sin\theta\cos\theta\,d\theta\):

\[
\int_0^{r_t}k\,dr=4\nu\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\nu .
\]

The part from 0 to \(r_0\) must be subtracted, and it is smooth in \(E\). All smooth terms are collected in

\[
\pi\mu(E)=\varphi(E)-\int_0^{r_0}k\,dr+\frac\pi4+\text{integer}\times\pi . \tag{3}
\]

Condition (2) then reads \(\nu=n-\mu(E)\), or

\[
h\nu_n=I-\frac{1}{2\,(n-\mu)^2}. \tag{4}
\]

The integer is chosen so that the first level above the filled 2p shell has \(n=3\). The argument is semiclassical and holds for high \(n\), with \(r_0\) taken large afterwards. For low \(n\), equation (4) serves as the definition of \(\mu_n\), and the slow variation of \(\mu_n\) is a finding of the calculation.

**The fit.** In eV, equation (4) has \(13.606\) in place of \(\tfrac12\). With a constant \(\mu\), a least-squares fit to the unrounded energies of the lines 3p to 7p, with the limit left free, gives

\[
\mu=0.874,\qquad I=868.359\ \mathrm{eV}.
\]

The threshold computed from total energies is 868.350 eV, so the fitted limit is 0.009 eV too high. This small error matters for \(\mu\). From \(\nu=[2(I-h\nu_n)]^{-1/2}\) follows \(d\nu/dI=-\nu^3\), hence \(d\mu_n/dI=+\nu^3\). For 7p, \(\nu^3\) is about 233 per hartree, or 8.6 per eV, and the unrounded error of 0.0087 eV shifts the inferred quantum defect by about 0.07.

The remedy is to let \(\mu\) vary with energy. To first order in \(E=-1/(2\nu^2)\) it is linear in \(1/\nu^2\), which suggests

\[
\mu_n=\mu_0+\frac{c}{(n-\mu_0)^2}.
\]

The same five lines now give \(\mu_0=0.838\), \(c=0.161\) and \(I=868.350\) eV, in agreement with the computed threshold to within 0.001 eV.

With the threshold known, each line yields its own value. For 4p the binding energy is \(868.350-866.975=1.375\) eV, so

\[
\nu=\sqrt{13.606/1.375}=3.146,\qquad \mu=4-3.146=0.854 .
\]

The values fall from 0.872 for 3p to 0.842 for 10p. A quadratic in \(E\) fitted to the calculated values for all \(n\) from 3 to 10 reaches 0.841 at threshold. The three-parameter fit, which uses fewer lines, a simpler energy dependence and a free limit, gives a value 0.003 lower.

## (b) Comparison with sodium

An electron outside the 1s shell of core-excited neon sees a nuclear charge 10 screened by one 1s electron, which leaves 9. In sodium it sees 11 screened by two, which again leaves 9. Both ions then have the same filled 2s and 2p shells. If these shells have adjusted to the hole, the two cores should act on an np electron in nearly the same way. The equivalence is approximate, because one and two 1s electrons have different charge distributions close to the nucleus.

In the local-exchange model the 3p binding energies are 3.005 eV in neon and 2.978 eV in sodium, and the quantum defects are 0.872 and 0.863. The difference of 0.027 eV should not be taken as a physical difference between the cores. With nonlocal exchange, averaged over the spin of the outer electron, the 3p quantum defects are 0.8629 and 0.8625. The electrostatic potential of the neon core is the more attractive one: with exchange left out, neon binds 3p by 0.06 eV more than sodium. Spin-averaged nonlocal exchange cancels this almost completely. The local potential, whose factor was adjusted to sodium, leaves 0.027 eV; adjusted to neon, the factor would be 0.482.

The spin average also hides something that sodium lacks. The open 1s shell of neon makes the 3p energy depend on spin, and the calculated splitting between the two spin directions is 0.026 eV. These two levels belong to single determinants and are not the singlet and the triplet. Light reaches the singlet, which with nonlocal exchange is bound by about 2.95 eV (\(\mu\approx0.85\)), some 0.03 eV less than sodium 3p. At this level of detail sodium cannot stand in for neon.

The adjustment of the 2s and 2p shells is essential. If the orbitals of neutral neon are kept and one 1s electron is simply removed, the 3p binding energy in the local-exchange model becomes 3.582 eV, about 0.6 eV more than in sodium. The local potential exaggerates the size of the effect: with nonlocal exchange, averaged over spin, the excess is about 0.25 eV, still far larger than the difference between the relaxed cores. The sign can be understood from electrostatics: a spherical charge screens the nucleus only at radii outside it. Shells that have not contracted around the hole leave more of the nuclear charge unscreened where the np electron penetrates them, and they bind it more strongly.

## (c) What is continuous

**From lines to a density.** High in the series, a range \(\Delta n\) of lines contains the strength \(f_n\Delta n\) and covers the energy \((dE/dn)\Delta n\). The strength per unit energy is therefore

\[
D_n=\frac{f_n}{dE/dn}.
\]

To find the spacing, differentiate \(E=-\tfrac12\,[n-\mu(E)]^{-2}\) with respect to \(n\), and write \(\mu'=d\mu/dE\):

\[
\frac{dE}{dn}=\frac1{\nu^3}\left(1-\mu'\frac{dE}{dn}\right)
\quad\Rightarrow\quad
\frac{dE}{dn}=\frac{1}{\nu^3+\mu'} . \tag{5}
\]

Since \(\mu'\) stays finite while \(\nu^3\) grows, it does not affect the limit, but it improves the density at low \(n\).

**The strength of a line.** For light polarized along \(z\), one electron has \(f=2h\nu\,|\langle z\rangle|^2\). The angular factor of \(\langle z\rangle\) between s and p is \(1/\sqrt3\). With two 1s electrons,

\[
f_n=2\cdot2(I+E_n)\cdot\frac{R_n^2}{3}=\frac43(I+E_n)R_n^2,\qquad
R_n=\int_0^\infty u_n\,r\,P_{1s}\,dr , \tag{6}
\]

where \(P_{1s}\) is \(r\) times the radial 1s function. In the continuum, \(df/dE\) is given by the same expression if \(u_E\) is normalized per unit energy, \(\int u_Eu_{E'}dr=\delta(E-E')\). What remains is to compare the two normalizations.

**Normalization of a bound state.** For high \(n\) the norm comes mainly from the long outer region. There the rapidly varying \(\sin^2\) in (1) averages to \(\tfrac12\):

\[
1=\int_0^\infty u_n^2\,dr\approx\frac{C_n^2}{2}\int_0^{r_t}\frac{dr}{k}.
\]

Because \(\partial k/\partial E=1/k\), and because \(k\) vanishes at the moving end point, the last integral is the energy derivative of \(\int_0^{r_t}k\,dr=\pi\nu\). From \(E=-1/(2\nu^2)\) we have \(d\nu/dE=\nu^3\). Hence

\[
\int_0^{r_t}\frac{dr}{k}=\pi\nu^3,\qquad C_n^2=\frac{2}{\pi\nu^3}. \tag{7}
\]

The region inside \(r_0\) contributes a bounded amount to the integral, which is negligible beside \(\nu^3\).

**Normalization in the continuum.** For \(E>0\) the wave number tends to \(k_\infty=\sqrt{2E}\), and the wave has amplitude \(A=C/\sqrt{k_\infty}\) far out. The singular part of the overlap of two such waves is \(A^2(\pi/2)\,\delta(k_\infty-k'_\infty)\); the slowly varying Coulomb phase does not change it. Since \(dE=k_\infty dk_\infty\), we have \(\delta(k_\infty-k'_\infty)=k_\infty\delta(E-E')\). Normalization per unit energy thus requires

\[
A^2\,\frac\pi2\,k_\infty=1
\quad\Rightarrow\quad
C^2=A^2k_\infty=\frac2\pi . \tag{8}
\]

This does not depend on \(E\), so it also holds in the limit \(E\to0^+\).

**The limit.** Inside \(r_0\) the bound and continuum functions solve the same equation from the same start at the nucleus, and their energies both tend to zero. Their shapes therefore coincide in the limit, and their sizes differ by the factor \(C_n/C=\nu^{-3/2}\), the square root of the ratio of (7) to (8):

\[
\nu^{3/2}u_n(r)\to u_0(r)\qquad\text{at fixed } r. \tag{9}
\]

The 1s function confines the integral in (6) to small \(r\). Inserting (9) gives

\[
D_n=f_n(\nu^3+\mu')\;\to\;\frac43\,I\left|\int_0^\infty u_0\,r\,P_{1s}\,dr\right|^2=\left.\frac{df}{dE}\right|_{E=0^+}. \tag{10}
\]

The strength per unit energy is continuous. Each \(f_n\) tends to zero because the same density is divided among ever narrower intervals.

**The phase.** The same reasoning links the quantum defect to the continuum. At \(E=0\), \(k=\sqrt{2/r}\) and \(\int_0^rk\,dr'=\sqrt{8r}\). With (3), equation (1) becomes, up to sign,

\[
u_0\propto r^{1/4}\sin\!\left(\sqrt{8r}-\frac\pi4+\pi\mu(0)\right).
\]

For a pure Coulomb potential \(\mu=0\). The core thus shifts the threshold wave by \(\pi\mu(0)\), up to a multiple of \(\pi\).

**Numbers.** For 10p the spacing from (5) is 0.03544 eV, so

\[
D_{10}=\frac{1.2178\times10^{-4}}{0.03544\ \mathrm{eV}}=3.436\times10^{-3}\ \mathrm{eV^{-1}} .
\]

The densities on the two sides are:

| State | Strength density (\(10^{-3}\ \mathrm{eV^{-1}}\)) |
|---|---|
| 3p | 3.419 |
| 5p | 3.432 |
| 10p | 3.436 |
| threshold | 3.437 |
| 0.2 eV above | 3.438 |
| 1 eV above | 3.44 |

While \(f_n\) falls by a factor of 82 from 3p to 10p, the density changes by less than 1 percent. (A denser basis lowers \(f_3\) and the 3p density by 0.2 percent and leaves 10p unchanged to the accuracy that matters here.) Such flatness down to 3p is not a general rule: with \(a=0\) or \(a=1\) the 3p density exceeds the 10p density by 9 or 5 percent. Only the smooth join at threshold follows from the derivation. The bound-state densities, extrapolated to threshold without use of the continuum, also give \(3.437\times10^{-3}\ \mathrm{eV^{-1}}\). The continuum phase divided by \(\pi\) is 0.841 at threshold, equal to the extrapolated quantum defect to this accuracy.

The cause of the smooth join can be seen in the wavefunctions. The mean radius of the 1s electron is 0.083 Å, against 3.1 Å for the excited 3p electron, so absorption samples a small inner part of the np function. Within 0.53 Å of the nucleus, the 10p function multiplied by \(\sqrt{\nu^3+\mu'}\) differs from the threshold function by at most 0.25 percent of the latter's largest value in that range. The numerical check tests this agreement of shapes, as well as the continuity of phase and density, with continuum functions obtained separately from the bound states.

**Cross section.** A light field of amplitude \(F\) gives the transition rate \(2\pi(F/2)^2|\langle z\rangle|^2\) into the continuum. The photon flux is \(F^2/(8\pi\alpha\,h\nu)\), where \(\alpha\) is the fine-structure constant. Their quotient is

\[
\sigma=4\pi^2\alpha\,h\nu\,|\langle z\rangle|^2=2\pi^2\alpha\,\frac{df}{dE},
\]

where \(|\langle z\rangle|^2\) is summed over the two 1s electrons. At threshold, before the reduction by the passive-electron overlap, this gives \(3.77\times10^{-3}\) Å\(^2\).

**Meaning and limits.** A spectrum averaged over several line spacings passes through the ionization threshold without a step. The finite lifetime of the 1s hole performs such an average where the level width is well above the spacing: for Lorentzian lines the peaks still stand 19 percent above the valleys when the full width equals the spacing, and less than 1 percent when it is twice the spacing. The high lines then merge into a smooth curve, and the threshold has to be found from the fit in (a), not from a visible edge. Overlapping lines also displace the maxima: for widths of 0.2 to 0.3 eV, a fit to the peak positions of 3p to 7p places the limit 0.01 to 0.04 eV too high, so the line centres must be taken from a fit of the whole line shape.

The result depends on the tail \(-1/r\), which provides infinitely many levels and makes the integral in (7) grow as \(\nu^3\). A short-range potential has no such series to join to the continuum. The derivation also assumes a single channel with the same core on both sides. If another excitation of the ion mixes with the series near threshold, \(\mu\) and the density can vary rapidly there, and a smooth extrapolation from a few lines is no longer justified.

## Calculated quantities

```
Ne 1s ionization energy, HF difference: 868.350 eV
local exchange factor a (no unit): 0.5113
mean radius Ne 1s: 0.0834 angstrom
mean radius excited 3p: 3.139 angstrom
n | Ne line eV | Ne binding eV | Na binding eV | mu Ne | mu Na
 3 865.345 3.0049 2.9779 0.8721 0.8625
 4 866.975 1.3747 1.3665 0.8540 0.8446
 5 867.561 0.7893 0.7857 0.8481 0.8388
 6 867.838 0.5121 0.5102 0.8455 0.8361
 7 867.991 0.3590 0.3579 0.8440 0.8347
 8 868.084 0.2656 0.2649 0.8431 0.8338
 9 868.145 0.2045 0.2040 0.8425 0.8333
10 868.188 0.1622 0.1619 0.8421 0.8329
nonlocal exchange, mu for 3p and 4p (no unit):
  Ne 0.8629 0.8481
  Na 0.8625 0.8477
Ne 3p spin splitting, nonlocal exchange: 0.0255 eV
3p binding, unrelaxed Ne core: 3.5820 eV
constant-mu fit, n=3-7: mu 0.8742, limit 868.3586 eV
varying-mu fit, n=3-7: mu0 0.8375, c 0.1613, limit 868.3496 eV
n | f (no unit) | dE/dn eV | strength density 1/eV
 3 9.9908e-03 2.92235 3.41876e-03
 4 3.0231e-03 0.88187 3.42804e-03
 5 1.3099e-03 0.38163 3.43227e-03
 6 6.8363e-04 0.19908 3.43403e-03
 7 4.0108e-04 0.11677 3.43481e-03
 8 2.5518e-04 0.07428 3.43536e-03
 9 1.7231e-04 0.05015 3.43575e-03
10 1.2178e-04 0.03544 3.43601e-03
energy above threshold eV | phase/pi | df/dE 1/eV
0.00 0.8406 3.43698e-03
0.20 0.8388 3.43773e-03
0.50 0.8361 3.43852e-03
1.00 0.8318 3.43926e-03
2.00 0.8238 3.43939e-03
mu extrapolated from bound side: 0.8407
density extrapolated from bound side: 3.43679e-03 1/eV
10p versus threshold shape, r < 0.529 angstrom: largest difference 0.25 percent of peak
threshold cross section: 3.7725e-03 angstrom^2
hydrogen check: f(2p) 0.41620, threshold density 0.05744 1/eV
```
